**Index limit of a two-reflection Fresnel rhomb**

For glass of index \(n\) relative to air, the largest phase difference \(\delta_m\) between p and s waves on total reflection obeys \(\tan(\delta_m/2)=(n^2-1)/(2n)\), at an internal angle \(\theta_m\) from the normal with \(\sin^2\theta_m=2/(n^2+1)\). The program solves the field-continuity equations as a linear system and asserts that the results agree with the phase formula at several indices and angles. It also asserts agreement for the numerically located maxima and for the minimum indices at 30°, 45° and 135° per reflection. For a quarter wave from two reflections, the formula and the field solution both give a minimum index of 1.496606. Root searches confirm the two working angles of a crown-glass rhomb with \(n=1.52\), and the program asserts that both give circular light. With a rough index of 1.46 at 633 nm and a one-resonance dispersion model, fused silica reaches at most 87.1° between 380 and 750 nm. Among the neglected effects sized for the crown rhomb, residual stress is the largest, with an upper estimate of 3.3°.

## Numerical check

```python
# Result under test: for total internal reflection in glass of relative index n,
#   tan(delta/2) = cos(theta) sqrt(sin(theta)^2 - 1/n^2) / sin(theta)^2,
#   with maximum tan(delta_max/2) = (n^2-1)/(2n) at sin(theta)^2 = 2/(n^2+1).
# Two reflections give a quarter wave only if n >= tan(56.25 deg) = 1.4966...
# theta: internal angle from the surface normal; delta: phase of r_s/r_p.
# The p direction is s x k for each ray; time factor exp(-i omega t).
# Independent road: Maxwell continuity conditions solved as a linear system.
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

deg = np.pi / 180


def tangential_fields(index, kx, kz):
    """Columns: s and p waves; rows: Ex, Ey, Hx, Hy (k in vacuum units)."""
    k = np.array([kx, 0, kz], dtype=complex)
    s = np.array([0, 1, 0], dtype=complex)
    h_s = np.cross(k, s)
    e_p = -np.cross(k, s) / index**2
    return np.array([[0, e_p[0]], [1, e_p[1]], [h_s[0], 0], [h_s[1], 1]])


def reflection(index, theta, film_index=None, thickness=0.0):
    """r_s, r_p for glass/film/air; thickness in vacuum wavelengths.
    Zero thickness is the bare surface, whatever the film index."""
    if film_index is None:
        film_index = 1.2 * index
    kx = index * np.sin(theta)
    kz_glass = index * np.cos(theta)
    kz_film = np.sqrt(film_index**2 - kx**2 + 0j)
    kz_air = np.sqrt(1 - kx**2 + 0j)
    incident = tangential_fields(index, kx, kz_glass)
    reflected = tangential_fields(index, kx, -kz_glass)
    up = tangential_fields(film_index, kx, kz_film)
    down = tangential_fields(film_index, kx, -kz_film)
    outgoing = tangential_fields(1.0, kx, kz_air)
    phase = np.exp(2j * np.pi * kz_film * thickness)
    zero = np.zeros((4, 2))
    matrix = np.block([[reflected, -up, -down, zero],
                       [zero, up * phase, down / phase, -outgoing]])
    amplitudes = np.linalg.solve(matrix, np.vstack([-incident, zero]))
    return amplitudes[0, 0], amplitudes[1, 1]


def solved_delta(index, theta, film_index=None, thickness=0.0):
    r_s, r_p = reflection(index, theta, film_index, thickness)
    return np.angle(r_s / r_p)


def solved_maximum(index):
    best = minimize_scalar(lambda t: -solved_delta(index, t),
                           bounds=(np.arcsin(1 / index), np.pi / 2),
                           method="bounded", options={"xatol": 1e-9})
    return best.x, -best.fun


def formula_delta(index, theta):
    sine2 = np.sin(theta)**2
    return 2 * np.arctan(np.cos(theta) * np.sqrt(sine2 - index**-2) / sine2)


def formula_maximum(index):
    return (np.arcsin(np.sqrt(2 / (index**2 + 1))),
            2 * np.arctan((index**2 - 1) / (2 * index)))


def minimum_index(delta):
    return np.tan(np.pi / 4 + delta / 4)


def working_angles(index, delta):
    centre = (index**2 + 1) / 2
    root = np.sqrt(((index**2 - 1) / 2)**2
                   - (index * np.tan(delta / 2))**2)
    return (np.arcsin(1 / np.sqrt(centre + root)),
            np.arcsin(1 / np.sqrt(centre - root)))


# Phase formula and its maximum against the solved continuity conditions
for n in (1.3, 1.46, 1.52, 2.4, 4.0):
    critical = np.arcsin(1 / n)
    for fraction in (0.01, 0.1, 0.3, 0.6, 0.95):
        angle = critical + fraction * (np.pi / 2 - critical)
        r_s, r_p = reflection(n, angle)
        assert abs(abs(r_s) - 1) < 1e-10 and abs(abs(r_p) - 1) < 1e-10
        assert abs(np.angle(r_s / r_p) - formula_delta(n, angle)) < 1e-9
    # A flat maximum fixes its angle only to about sqrt(machine precision)
    assert np.allclose(solved_maximum(n), formula_maximum(n),
                       rtol=0, atol=1e-5)

# Smallest index for 30, 45 and 135 degrees per reflection
for target in (30 * deg, 45 * deg, 135 * deg):
    found = brentq(lambda n: solved_maximum(n)[1] - target, 1.1, 8.0)
    assert abs(found - minimum_index(target)) < 1e-5
    if target == 45 * deg:
        solved_bound = found
n_bound = minimum_index(45 * deg)
assert abs(n_bound - np.tan(np.pi / 8) - 1 / np.cos(np.pi / 8)) < 1e-12

# Example inputs: rough values for crown glass and fused silica
wavelength = 633.0      # nm
crown = 1.52
silica = 1.46
resonance = 13.0        # eV
aperture = 10.0         # mm
ev_nm = constants.h * constants.c / constants.e * 1e9


def dispersed_index(anchor, wave_nm):
    reference = resonance**2 - (ev_nm / wavelength)**2
    return np.sqrt(1 + (anchor**2 - 1) * reference
                   / (resonance**2 - (ev_nm / wave_nm)**2))


# Working angles, found again by root search, must give circular light
low, high = working_angles(crown, 45 * deg)
peak_angle, peak_delta = formula_maximum(crown)
edge = np.arcsin(1 / crown) + 1e-8
for angle, start, stop in ((low, edge, peak_angle),
                           (high, peak_angle, np.pi / 2 - 1e-6)):
    root = brentq(lambda t: solved_delta(crown, t) - 45 * deg, start, stop)
    assert abs(root - angle) < 1e-8
    r_s, r_p = reflection(crown, angle)
    e_s, e_p = r_s**2, r_p**2
    circularity = (abs(2 * np.imag(np.conj(e_s) * e_p))
                   / (abs(e_s)**2 + abs(e_p)**2))
    assert abs(circularity - 1) < 1e-9

# Silica over the visible range, with dispersion
visible = np.linspace(380, 750, 38)
silica_indices = dispersed_index(silica, visible)
silica_totals = np.array([2 * solved_maximum(n)[1] for n in silica_indices])
assert silica_indices.max() < n_bound
assert silica_totals.max() < 90 * deg
uv_crossing = brentq(lambda w: dispersed_index(silica, w) - n_bound, 150, 380)
needed_anchor = brentq(lambda a: dispersed_index(a, 380) - n_bound, 1.3, 1.7)
assert needed_anchor > silica

# Film solver: a film of glass or of air must leave delta unchanged
for harmless in (crown, 1.0):
    assert abs(solved_delta(crown, high, harmless, 0.13)
               - solved_delta(crown, high)) < 1e-9

# Neglected effects for the crown rhomb, as changes of total retardance


def total_change(index, angle, film_index=None, thickness=0.0):
    return (2 * solved_delta(index, angle, film_index, thickness)
            - np.pi / 2) / deg


tilt = 0.1 * deg
tilt_low = max(abs(total_change(crown, low + s * tilt)) for s in (-1, 1))
tilt_high = max(abs(total_change(crown, high + s * tilt)) for s in (-1, 1))
assert tilt_high < tilt_low
blue = total_change(dispersed_index(crown, 400), high)
red = total_change(dispersed_index(crown, 700), high)
thermal_slope, warming = 3e-6, 20.0     # 1/K (rough), K
thermal = total_change(crown + thermal_slope * warming, high)
air_index = 1.0003                      # rough
air = total_change(crown / air_index, high)
film_nm, water = 2.0, 1.33              # rough
film = total_change(crown, high, water, film_nm / wavelength)
path = 2 * aperture * np.tan(high)      # mm

# Path check: trace the central ray between the two parallel walls
wall_gap = aperture * np.sin(high)
ray_z, direction, traced = wall_gap / 2, 1, 0.0
for target_z in (wall_gap, 0.0, wall_gap / 2):
    traced += (target_z - ray_z) * direction / np.cos(high)
    ray_z, direction = target_z, -direction
assert abs(traced - path) < 1e-10
birefringence = 2.0                     # nm of path difference per cm (rough)
stress = birefringence * path / 10 / wavelength * 360
effects = {"dispersion 400-700 nm": max(abs(blue), abs(red)),
           "tilt": tilt_high, "warming": abs(thermal),
           "air index": abs(air), "water film": abs(film),
           "stress": stress}

print(f"Minimum index, formula: {n_bound:.6f}")
print(f"Minimum index, field solution: {solved_bound:.6f}")
print(f"Angle at minimum index: {formula_maximum(n_bound)[0]/deg:.3f} deg")
print(f"tan(22.5 deg): {np.tan(np.pi/8):.6f}")
print(f"Minimum index for 270 deg total: {minimum_index(135*deg):.4f}")
print(f"Minimum index, three reflections: {minimum_index(30*deg):.4f}")
print(f"Example wavelength: {wavelength:.0f} nm")
print(f"Crown index (rough input): {crown:.2f}")
print(f"Crown critical angle: {np.arcsin(1/crown)/deg:.3f} deg")
print(f"Crown angle of maximum: {peak_angle/deg:.3f} deg")
print(f"Crown maximum per reflection: {peak_delta/deg:.3f} deg")
print(f"Crown maximum, two reflections: {2*peak_delta/deg:.3f} deg")
print(f"Crown lower working angle: {low/deg:.3f} deg")
print(f"Crown upper working angle: {high/deg:.3f} deg")
print(f"Silica index at 633 nm (rough input): {silica:.2f}")
print(f"Resonance energy (rough input): {resonance:.0f} eV")
silica_peak = formula_maximum(silica)
print(f"Silica angle of maximum, 633 nm: {silica_peak[0]/deg:.2f} deg")
print(f"Silica maximum per reflection, 633 nm: {silica_peak[1]/deg:.2f} deg")
print(f"Silica maximum total, 633 nm: {2*silica_peak[1]/deg:.2f} deg")
print(f"Silica model index at 750 nm: {silica_indices[-1]:.3f}")
print(f"Silica model index at 380 nm: {silica_indices[0]:.3f}")
print(f"Silica best total, 380-750 nm: {silica_totals.max()/deg:.1f} deg")
print(f"Silica reaches bound near (rough): {uv_crossing:.0f} nm")
print(f"633 nm index needed to reach bound at 380 nm: {needed_anchor:.3f}")
print("Changes of total retardance, crown rhomb, upper angle:")
print(f"  at 400 nm: {blue:+.2f} deg")
print(f"  at 700 nm: {red:+.2f} deg")
print(f"  internal tilt {tilt/deg:.1f} deg, upper angle: {tilt_high:.3f} deg")
print(f"  same tilt at lower working angle: {tilt_low:.3f} deg")
print(f"  index slope (rough input): {thermal_slope:.0e} 1/K")
print(f"  warming by {warming:.0f} K: {thermal:+.4f} deg")
print(f"  air index {air_index:.4f} (rough input): {air:+.3f} deg")
print(f"  water film {film_nm:.0f} nm, index {water:.2f}: {film:+.2f} deg")
print(f"  aperture: {aperture:.0f} mm; glass path: {path:.1f} mm")
print(f"  stress birefringence (rough input): {birefringence:.0f} nm/cm")
print(f"  stress, upper estimate: {stress:.1f} deg")
print(f"Largest neglected effect: {max(effects, key=effects.get)}")
print(f"Minimum absolute index in air: {n_bound*air_index:.4f}")
print("verified")
```

Output:

```
Minimum index, formula: 1.496606
Minimum index, field solution: 1.496606
Angle at minimum index: 51.785 deg
tan(22.5 deg): 0.414214
Minimum index for 270 deg total: 5.0273
Minimum index, three reflections: 1.3032
Example wavelength: 633 nm
Crown index (rough input): 1.52
Crown critical angle: 41.140 deg
Crown angle of maximum: 51.012 deg
Crown maximum per reflection: 46.637 deg
Crown maximum, two reflections: 93.274 deg
Crown lower working angle: 47.553 deg
Crown upper working angle: 55.458 deg
Silica index at 633 nm (rough input): 1.46
Resonance energy (rough input): 13 eV
Silica angle of maximum, 633 nm: 53.05 deg
Silica maximum per reflection, 633 nm: 42.37 deg
Silica maximum total, 633 nm: 84.73 deg
Silica model index at 750 nm: 1.457
Silica model index at 380 nm: 1.477
Silica best total, 380-750 nm: 87.1 deg
Silica reaches bound near (rough): 290 nm
633 nm index needed to reach bound at 380 nm: 1.479
Changes of total retardance, crown rhomb, upper angle:
  at 400 nm: +1.42 deg
  at 700 nm: -0.17 deg
  internal tilt 0.1 deg, upper angle: 0.132 deg
  same tilt at lower working angle: 0.222 deg
  index slope (rough input): 3e-06 1/K
  warming by 20 K: +0.0056 deg
  air index 1.0003 (rough input): -0.043 deg
  water film 2 nm, index 1.33: -0.39 deg
  aperture: 10 mm; glass path: 29.1 mm
  stress birefringence (rough input): 2 nm/cm
  stress, upper estimate: 3.3 deg
Largest neglected effect: stress
Minimum absolute index in air: 1.4971
verified
```
